# Does smooth blending of QM and MM forces conserve energy?

**Question**

I am setting up an adaptive QM/MM simulation. A molecule near the active site is treated quantum mechanically, a distant one by a force field, and in between I mix the two forces with a weight $\lambda$ that goes smoothly from 1 to 0:

$$\mathbf F_{\rm mix}=\lambda\,\mathbf F_Q+(1-\lambda)\,\mathbf F_M .$$

Both parent forces come from potentials, and the switch has continuous derivatives, so no particle ever feels a jump. I therefore expected the total energy to be conserved once the time step is small enough. Yet the energy drifts, and a smaller time step does not help. A colleague tells me to blend the energies instead, but that adds a force proportional to $\nabla\lambda$ which neither model contains. Is my switch not smooth enough? And is the extra force an artefact that I could remove?

**Answer**

Smoothness is not the problem. A continuous force can still fail to be the gradient of anything, and a position-dependent mixture of two gradient fields usually does fail. The extra force in energy blending is what repairs this. Part of it can be shifted away, by a choice of energy zero or by a shift that depends on $\lambda$ alone; the part that comes from variation of the energy mismatch over a surface of constant $\lambda$ cannot.

I assume classical nuclei with coordinates $\mathbf R$, no thermostat, two smooth single-valued energies $E_Q(\mathbf R)$ and $E_M(\mathbf R)$, and one weight $\lambda(\mathbf R)$ common to all force components. Separate weights for separate atoms are not covered. Units are Hartree atomic units.

**Why the blended force has a curl**

Let $D=E_Q-E_M$. With $\mathbf F_Q=-\nabla E_Q=-\nabla E_M-\nabla D$ and $\mathbf F_M=-\nabla E_M$, the blended force is

$$\mathbf F_{\rm mix}=-\nabla E_M-\lambda\nabla D .$$

The first term is conservative. The second is a gradient multiplied by a function of position. Differentiate component $j$ along coordinate $i$:

$$\partial_iF_j=-\partial_i\partial_jE_M-(\partial_i\lambda)(\partial_jD)-\lambda\,\partial_i\partial_jD .$$

Subtract the same expression with $i$ and $j$ exchanged. The mixed second derivatives are symmetric and cancel, which leaves

$$\partial_iF_j-\partial_jF_i=-\left[(\partial_i\lambda)(\partial_jD)-(\partial_j\lambda)(\partial_iD)\right].$$

A force derived from a potential has zero on the left for every pair $i,j$. The bracket vanishes for every pair only where $\nabla\lambda$ and $\nabla D$ are parallel or one of them is zero: if $\partial_jD\neq0$ for some $j$, a zero bracket gives $\partial_i\lambda=(\partial_j\lambda/\partial_jD)\,\partial_iD$ for all $i$, so the two vectors are proportional. Nothing here depends on how many continuous derivatives $\lambda$ has.

There are exceptions, so "force blending never conserves energy" would also be wrong:

- If $D$ is constant, the two forces are equal and there is nothing to blend.
- If $\lambda=f(D)$, then $\lambda\nabla D=\nabla\Phi(D)$ with $\Phi'=f$, and $E_M+\Phi(D)$ is a potential for $\mathbf F_{\rm mix}$. More generally, if $\lambda$ and $D$ both depend on one variable $u(\mathbf R)$, such as a distance, then $\lambda\nabla D=\lambda(u)D'(u)\nabla u=\nabla\Psi(u)$ with $\Psi'=\lambda D'$, and $E_M+\Psi(u)$ is a potential.
- If there is a single coordinate on an open line, any continuous force can be integrated to a potential. That potential is $E_M+\int\lambda\,dD$, not the blended energy, so a one-dimensional test can hide the fault.

Your weight depends on a distance, while the mismatch $D$ between the models also depends on orientation. That is the generic case: $\nabla\lambda$ points along the distance and $\nabla D$ has a component across it.

**How much energy is gained**

Take the system once around a closed path. The work of $-\nabla E_M$ is zero, so

$$W=\oint\mathbf F_{\rm mix}\cdot d\mathbf R=-\oint\lambda\,dD .$$

Since $\lambda D$ returns to its initial value, $0=\oint d(\lambda D)=\oint\lambda\,dD+\oint D\,d\lambda$, and hence

$$W=\oint D\,d\lambda .$$

Energy is exchanged only while $\lambda$ changes. If the system leaves the QM region where $D$ has one value and re-enters where it has another, the difference is left over as work. A constant added to $D$ contributes $c\oint d\lambda=0$, so this work cannot be removed by adjusting energy zeros.

**What energy blending does**

Define $E_b=\lambda E_Q+(1-\lambda)E_M=E_M+\lambda D$. Its force is, by the product rule,

$$-\nabla E_b=-\nabla E_M-\lambda\nabla D-D\nabla\lambda=\mathbf F_{\rm mix}-D\nabla\lambda .$$

Under this full force, $K+E_b$ is conserved, where $K$ is the kinetic energy. If you propagate with $\mathbf F_{\rm mix}$ instead, then $dK/dt=\mathbf F_{\rm mix}\cdot\dot{\mathbf R}$ and $dE_b/dt=(-\mathbf F_{\rm mix}+D\nabla\lambda)\cdot\dot{\mathbf R}$. The sum is

$$\frac{d}{dt}(K+E_b)=D\,\frac{d\lambda}{dt}.$$

This holds for the exact trajectory. It is why a smaller time step does not cure your drift.

The term $-D\nabla\lambda$ is spurious in the sense that neither parent model contains it, and it disturbs the dynamics in the switching zone. It is nevertheless part of the true gradient of $E_b$. Shifting $E_Q$ by a constant $c$ changes it by $-c\nabla\lambda$, which is itself a gradient and has no curl. So a shift can make the term smaller, but it makes it vanish only if $D$ is constant throughout the zone. Variation of $D$ with distance survives a constant shift, and so does variation over a surface of constant $\lambda$, which is the part that produces the curl. The first can be absorbed by a shift that depends on $\lambda$: the energy $E_b-B(\lambda)$ has the force $\mathbf F_{\rm mix}-[D-B'(\lambda)]\nabla\lambda$, which is still a gradient. No choice of $B$ absorbs the second.

Nor would a cleverer correction avoid the price. Suppose $\mathbf F_{\rm mix}+\mathbf G$ is conservative. Then $\mathbf G$ must have the opposite curl to $\mathbf F_{\rm mix}$, and must do work $-W$ around every closed path. Wherever $\nabla\lambda$ and $\nabla D$ are both nonzero and not parallel, the curl is nonzero and $\mathbf G=0$ is impossible. In that case you cannot have both the plain blended forces and a conserved energy $K+U(\mathbf R)$.

**Numbers for a water molecule**

Hold a water molecule fixed (OH distance 1.81 bohr, angle 104.5°) and move a point charge $+1$ in the molecular plane. Let $r$ be its distance from oxygen and $\theta$ its angle from the symmetry axis, with $\theta=0$ on the hydrogen side.

The QM energy is the RHF/6-31G* energy (spherical $d$ functions) with the charge included in the Hamiltonian, minus that of the isolated molecule. The MM energy is the Coulomb energy with fixed charges $0.42$ on each hydrogen and $-0.84$ on oxygen. A short-range repulsion common to both levels would cancel from $D$ and is omitted. Electron correlation and diffuse basis functions are missing too, so $D$ is the mismatch between these two particular levels, not the error of either.

The weight is

$$\lambda=s^3(10-15s+6s^2),\qquad s=\frac{7-r}{2}\quad(5\le r\le7\ \text{bohr}),$$

with $\lambda=1$ inside and $\lambda=0$ outside. Its first and second derivatives are continuous. Since $d\lambda/ds=30s^2(1-s)^2$ and $ds/dr=-1/2$, the slope at $r=6$ bohr is $-\tfrac12\cdot\tfrac{30}{16}=-0.9375$ per bohr.

Now move the charge outward on the hydrogen side, around at 7 bohr to the oxygen side, inward there, and back at 5 bohr. The work of $\mathbf F_{\rm mix}$ on the four segments, in hartree, adds up to

$$W=0.013245+0.036518+0.017220-0.063445=0.003538 .$$

The energies give the same result by the other route. On the arcs $\lambda$ is constant, so only the radial segments contribute to $\oint D\,d\lambda$:

$$0.003750-0.000212=0.003538\ \text{hartree}.$$

This is 9.3 kJ/mol, or 3.7 times $k_BT$ at 300 K, gained in one circuit. Traversed backwards, the loop removes the same amount. The size belongs to this basis and is not converged: Cartesian $d$ functions give 8.9 kJ/mol, cc-pVTZ 22.9 and aug-cc-pVDZ 25.2 kJ/mol, as the RHF dipole falls from 0.873 to 0.797 and 0.787 $e\,$bohr in the last two. The pure QM and pure MM forces do work of about $10^{-8}$ hartree or less around the same loop, which is numerical error. The blending produces the work, not a defect in either parent force.

The curl can also be seen locally. At $r=6$ bohr and $\theta=90^\circ$, finite differences of the blended force give $7.559\times10^{-4}$ hartree/bohr², and the formula gives $7.561\times10^{-4}$.

One source of the mismatch is the dipole moments, 0.873 (RHF) and 0.931 (MM) $e\,$bohr. A dipole mismatch $\Delta\mu=-0.058$ alone would give $D=\Delta\mu\cos\theta/r^2$ $=\Delta\mu\,x/r^3$, with $x$ along the symmetry axis. At this point $\nabla\lambda$ lies along $y$ and $\partial_xD=\Delta\mu/r^3$, so the curl $\partial_xF_y-\partial_yF_x=(\partial_y\lambda)(\partial_xD)$ would be $(d\lambda/dr)\,\Delta\mu/r^3\approx2.5\times10^{-4}$. That is a third of the computed value, so matching the dipoles would leave much of the curl at this point. For the loop the balance is different. On the two radial segments the dipole term gives $W=2\Delta\mu\int_5^7 (d\lambda/dr)\,r^{-2}dr\approx 2\times0.058/36=0.0032$ hartree, about nine tenths of the computed work. Matching the dipoles removes most of the work on this loop without making the blended force conservative: with $0.394$ on each hydrogen, $W$ falls to $0.00047$ hartree and the curl to $4.3\times10^{-4}$ hartree/bohr². These shares depend on the basis; with cc-pVTZ or aug-cc-pVDZ the curl is $1.0$ to $1.1\times10^{-3}$ and the dipole term is more than half of it.

**How large the switching force is**

At $r=6$ bohr on the hydrogen side, $D=-0.003647$ hartree. The radial switching force is

$$-D\frac{d\lambda}{dr}=-(-0.003647)(-0.9375)=-0.003419\ \text{hartree/bohr},$$

against a blended force of $+0.006748$. The correction therefore cancels about half of the physical repulsion at that point. On the oxygen side $D=-0.000161$ hartree, and the switching force is only $-0.000151$ hartree/bohr.

Raising $E_Q$ by $c=0.001904$ hartree makes the two values of $D$ equal and opposite. The switching forces become $-0.001634$ and $+0.001634$ hartree/bohr. This is the best a common shift can do for these two points, if "best" means the smallest larger magnitude: their difference does not depend on $c$.

A bad zero is much worse than an imperfect one. If you blend the raw RHF total energy, about $-76.01$ hartree for the isolated molecule, with a force-field energy that vanishes at separation, the switching force is about $-71$ hartree/bohr. The exact dynamics still conserves energy, but the charge is dragged violently into the QM region. Energy conservation alone does not show that the blended surface is sensible.

**Can the gain accumulate in free motion?**

A loop driven by hand might seem contrived, so here is a model that can be solved. A particle of mass $m$ moves in the well $E_M=\tfrac12k(x^2+y^2)$, with $D=gy$ and a weight $\lambda(x)$ that rises smoothly across a zone in $x$. Force blending gives

$$m\ddot x=-kx,\qquad m\ddot y=-ky-g\lambda(x).$$

Start at rest at $x=A$, $y=0$. Then $x=A\cos\omega t$ with $\omega^2=k/m$. The weight seen by the particle is even and periodic in time, so

$$\lambda(A\cos\omega t)=\frac{a_0}{2}+\sum_{n\ge1}a_n\cos n\omega t,\qquad a_1=\frac1\pi\int_0^{2\pi}\lambda(A\cos\varphi)\cos\varphi\,d\varphi .$$

The term $n=1$ drives $y$ at its own frequency. Insert $y=Ct\sin\omega t$: since $\ddot y+\omega^2y=2C\omega\cos\omega t$, matching this to $-(ga_1/m)\cos\omega t$ gives $C=-ga_1/(2m\omega)$. The other terms produce a constant and cosines $\cos n\omega t$. A further multiple of $\cos\omega t$ makes $y(0)=0$. All of these have zero velocity at $t=0$, and they return to their initial values and velocities after each period.

After $N$ full periods, at time $t$, the particle is therefore back at $x=A$, $y=0$, with $\dot x=0$. The resonant part leaves $\dot y=C\omega t=-ga_1t/(2m)$, so

$$K=\frac12m\dot y^2=\frac{g^2a_1^2t^2}{8m}.$$

The particle started from this same point with $K=0$. Hence no function $U(x,y)$ whatever makes $K+U$ constant; the trouble is not that $E_b$ was the wrong function to monitor.

Take $m=30000$, $\omega=5\times10^{-4}$, $A=0.5$ bohr, $g=2\times10^{-4}$ hartree/bohr and a zone 2 bohr wide centred at $x=0$, with the same polynomial switch. Then $a_1=0.4138$, the period is 12566 atomic units (304 fs), and after ten periods

$$K=\frac{(2\times10^{-4}\times0.4138\times125664)^2}{8\times30000}=4.51\times10^{-4}\ \text{hartree}.$$

That is 48% of the initial $K+E_b$, $9.375\times10^{-4}$ hartree, gained in 3 ps. Numerical integration gives the same value. With energy blending from the same start, the largest drift, sampled once per period, is about $10^{-14}$ hartree.

The steady heating relies on a resonance, here between the frequency of $y$ and the $n=1$ term; any harmonic $n\omega$ with $a_n\neq0$ would act in the same way. If the frequency of $y$ differed from every harmonic $n\omega$, $y$ would stay bounded and the energy would fluctuate instead of growing. A nonzero curl permits systematic heating; whether it happens depends on the paths taken.

**What to do with your simulation**

If you need constant-energy dynamics, blend the energies and include $-D\nabla\lambda$ in the force. Refer both energies to corresponding zeros first, then choose the shift that keeps the switching force $D\nabla\lambda$ small, which means keeping $D$ small where $\lambda$ changes fastest rather than at the edges of the zone, where $\nabla\lambda$ vanishes. A $\lambda$-dependent shift $B(\lambda)$ can absorb the variation of $D$ with distance, though it gains little in the water example, where orientation dominates. Reducing the variation of $D$ with orientation, by fitting the force field to the QM level there, attacks the part that no shift can reach. A wider zone lowers the peak of $\nabla\lambda$, but spreads the disturbance over more space.

If you keep force blending, monitor the accumulated $\int D\,d\lambda$: it is the part of the change in $K+E_b$ that comes from the blending. The remainder is time-step error, of the integrator and of the sum itself, so use the average of $D$ at the two ends of each step rather than its value at one end. A thermostat can carry the surplus away, but it does not give the blended force a potential. The numerical check below covers the curl, the loop work and both kinds of dynamics.

## Computed values

```
CASE 1: water + mobile charge, RHF/6-31G* against point charges
mobile charge 1.0 e; MM charges H 0.42, O -0.84 e
OH 1.81 bohr, HOH 104.5 deg; zone 5.0-7.0 bohr
RHF energy of isolated water      -76.009108 hartree
dipole RHF 0.8732, MM 0.9308 e bohr
work of F_mix, out, H side         0.013245 hartree
work of F_mix, outer arc           0.036518 hartree
work of F_mix, in, O side          0.017220 hartree
work of F_mix, inner arc          -0.063445 hartree
integral D dlam, out on H side     0.003750 hartree
integral D dlam, in on O side     -0.000212 hartree
loop work, pure QM force           6.8e-09 hartree
loop work, pure MM force          -1.1e-09 hartree
loop work, F_mix (from forces)     0.003538 hartree
loop integral D dlam (energies)    0.003538 hartree
loop work, energy-blended force    6.4e-09 hartree
loop work of F_mix                 9.289 kJ/mol
loop work of F_mix / kT(300 K)     3.72
At r = 6.0 bohr, theta = 90 deg:
curl F_mix, finite difference      7.5588e-04 hartree/bohr^2
curl F_mix, formula                7.5610e-04 hartree/bohr^2
y force from E_b, fin. difference  0.001307 hartree/bohr
y force, F_mix - D grad lam        0.001307 hartree/bohr
y force, F_mix alone               0.002032 hartree/bohr
At r = 6.0 bohr on the axis, dlam/dr = -0.9375 1/bohr:
H side: D                         -0.003647 hartree
H side: radial F_mix               0.006748 hartree/bohr
H side: switching force           -0.003419 hartree/bohr
H side: same, best common shift   -0.001634 hartree/bohr
H side: same, raw total energy    -71.262 hartree/bohr
O side: D                         -0.000161 hartree
O side: radial F_mix              -0.007981 hartree/bohr
O side: switching force           -0.000151 hartree/bohr
O side: same, best common shift    0.001634 hartree/bohr
O side: same, raw total energy    -71.259 hartree/bohr
best common shift of E_Q           0.001904 hartree
CASE 2: harmonic well, D = g y, lam = lam(x)
mass 30000 m_e, omega 5.0e-04 a.u., k 0.0075 hartree/bohr^2
amplitude 0.5 bohr, zone width 2.0 bohr, g 2.0e-04 hartree/bohr
period 12566.4 a.u. = 304.0 fs; a1 = 0.413818
initial K + E_b                   9.3750e-04 hartree
force blend, K after  1 periods    4.5070e-06, law 4.5070e-06 hartree
force blend, K after  5 periods    1.1268e-04, law 1.1268e-04 hartree
force blend, K after 10 periods    4.5070e-04, law 4.5070e-04 hartree
integral D dlam over 10 periods   4.5070e-04 hartree
position error after 10 periods   1.2e-11 bohr
energy blend, largest drift       8.2e-15 hartree
```
